# Does an isochronous spin pair always give sharp spinning sidebands?: verification in Python

```python
"""Isochronous spin-1/2 pair under magic-angle spinning (n = 0 resonance).

Result under test: with shift difference delta(t), dipolar function d(t)
and scalar coupling J, a crystallite has lines at
    k*Er +- (J +- Omega)/2,   k integer,
where Omega and the unit vector n describe the rotation of the
(alpha beta, beta alpha) block over one rotor period. Equal tensors give
sharp sidebands independent of J; unequal tensors generally do not.

Symbols: Er rotor quantum, b dipolar constant, S1 and S2 traceless
shielding-energy tensors, PAIR unit vector joining the spins.
Energies are in eV, hbar = 1, and times are in 1/eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.spatial.transform import Rotation

# ---------- model parameters ----------
pc = const.physical_constants
gamma_ratio = 0.4
distance = 4.0
gamma_si = gamma_ratio * pc["proton gyromag. ratio"][0]
gamma_au = gamma_si / (const.e / const.m_e)
r_au = distance * 1e-10 / pc["Bohr radius"][0]
b0 = (const.fine_structure**2 * gamma_au**2 / r_au**3
      * pc["Hartree energy in eV"][0])
b_si = (const.mu_0 / (4 * np.pi) * gamma_si**2 * const.hbar**2
        / (distance * 1e-10)**3 / const.e)
assert abs(b0 / b_si - 1) < 1e-7
Er0, aniso, eta, J0 = 2e-11, 2e-11, 0.3, 4e-13
tilt = (30.0, 50.0)
PAIR = np.array([1.0, 0.0, 0.0])
axes = Rotation.from_euler("ZY", tilt, degrees=True).as_matrix()
S1 = axes @ np.diag([-(1 + eta) / 2, -(1 - eta) / 2, 1]) @ axes.T * aniso
twofold = np.diag([-1.0, -1.0, 1.0])
S2 = twofold @ S1 @ twofold.T
MAGIC = np.arccos(1 / np.sqrt(3))


def orientations(count, shift=0.5):
    """Uniform low-discrepancy set of crystallite rotations."""
    root = 1.2207440846057596
    k = np.arange(1, count + 1)[:, None]
    u = (shift + k * root ** (-np.arange(1.0, 4.0))) % 1.0
    angles = np.column_stack([2 * np.pi * u[:, 0],
                              np.arccos(2 * u[:, 1] - 1),
                              2 * np.pi * u[:, 2]])
    return Rotation.from_euler("ZYZ", angles).as_matrix()


def couplings(phase, rot, b, A1, A2):
    """Both shifts and d at the given rotor phases."""
    phase = np.atleast_1d(phase)
    cone = np.stack([np.sin(MAGIC) * np.cos(phase),
                     np.sin(MAGIC) * np.sin(phase),
                     np.cos(MAGIC) * np.ones_like(phase)])
    field = np.swapaxes(rot @ cone, 1, 2)
    w1 = ((field @ A1) * field).sum(-1)
    w2 = ((field @ A2) * field).sum(-1)
    d = -b * (3 * (field @ PAIR)**2 - 1) / 2
    return w1, w2, d


def effective(J, b, A1, A2, Er, rot, steps=200):
    """Omega and n from the product of short block propagators."""
    phase = (np.arange(steps) + 0.5) * 2 * np.pi / steps
    w1, w2, d = couplings(phase, rot, b, A1, A2)
    delta, flip = w1 - w2, J - d
    dt = 2 * np.pi / Er / steps
    half = np.sqrt(delta**2 + flip**2) * dt / 2
    scale = dt / 2 * np.sinc(half / np.pi)
    ps = np.cos(half) - 1j * scale * delta
    qs = -1j * scale * flip
    p = np.ones(len(rot), complex)
    q = np.zeros(len(rot), complex)
    for k in range(steps):
        p, q = (ps[:, k] * p - qs[:, k] * q.conj(),
                ps[:, k] * q + qs[:, k] * p.conj())
    vec = np.column_stack([-q.imag, -q.real, -p.imag])
    size = np.linalg.norm(vec, axis=1)
    omega = 2 * np.arctan2(size, p.real) * Er / (2 * np.pi)
    return omega, vec / np.maximum(size, 1e-300)[:, None]


def quartet(J, omega, n):
    """Absolute offsets and total weights of inner and outer lines."""
    offsets = np.stack([abs(J - omega) / 2, abs(J + omega) / 2])
    weights = np.stack([(1 + n[:, 0]) / 2, (1 - n[:, 0]) / 2])
    return offsets, weights


def rms_width(J, b, A1, A2, Er, rot, steps=200):
    offsets, weights = quartet(J, *effective(J, b, A1, A2, Er, rot, steps))
    return np.sqrt(max((weights * offsets**2).sum(0).mean(), 0.0))


def strobe_signal(J, omega, n, periods, Er):
    t = periods * 2 * np.pi / Er
    a, c = J * t / 2, omega[:, None] * t / 2
    return (np.cos(a) * np.cos(c)
            + n[:, :1] * np.sin(a) * np.sin(c)).mean(0)


# ---------- full four-state description ----------
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
one = np.eye(2)
I1 = [np.kron(s, one) for s in (sx, sy, sz)]
I2 = [np.kron(one, s) for s in (sx, sy, sz)]
DOT = sum(x @ y for x, y in zip(I1, I2))
DIP = 3 * I1[2] @ I2[2] - DOT
Fplus = I1[0] + I2[0] + 1j * (I1[1] + I2[1])
Fminus = Fplus.conj().T

# The secular dipolar term is the Fz-conserving part of the full one.
theta = 0.83
along1 = np.sin(theta) * I1[0] + np.cos(theta) * I1[2]
along2 = np.sin(theta) * I2[0] + np.cos(theta) * I2[2]
fz = np.diag(I1[2] + I2[2]).real
keep = abs(fz[:, None] - fz[None, :]) < 1e-9
secular = (DOT - 3 * along1 @ along2) * keep
assert np.allclose(secular, -(3 * np.cos(theta)**2 - 1) / 2 * DIP)


def hamiltonian(phase, J, b, A1, A2, rot):
    w1, w2, d = (x[0, 0] for x in couplings(phase, rot, b, A1, A2))
    return w1 * I1[2] + w2 * I2[2] + d * DIP + J * DOT


def full_signal(J, b, A1, A2, Er, rot, phases):
    """Transverse signal by direct integration of the propagator."""
    def rhs(phase, y):
        H = hamiltonian(phase, J, b, A1, A2, rot) / Er
        return (-1j * H @ y.reshape(4, 4)).ravel()
    sol = solve_ivp(rhs, (0, phases[-1]), np.eye(4, dtype=complex).ravel(),
                    method="DOP853", t_eval=phases, rtol=1e-9, atol=1e-11)
    assert sol.success
    U = sol.y.T.reshape(-1, 4, 4)
    rho = U @ Fminus @ np.swapaxes(U.conj(), 1, 2)
    return np.einsum("ij,tji->t", Fplus, rho) / 4


single = Rotation.from_euler("ZYZ", [[0.7, 1.1, 0.4]]).as_matrix()

# Commutator of the Hamiltonian at two times.
Ha = hamiltonian(0.3, J0, b0, S1, S2, single)
Hb = hamiltonian(1.7, J0, b0, S1, S2, single)
w1, w2, d = (x[0] for x in couplings(np.array([0.3, 1.7]), single,
                                     b0, S1, S2))
delta = w1 - w2
predicted = delta[0] * (J0 - d[1]) - delta[1] * (J0 - d[0])
expected = np.zeros((4, 4), complex)
expected[1, 2], expected[2, 1] = predicted / 2, -predicted / 2
commutator = Ha @ Hb - Hb @ Ha
assert np.max(abs(commutator - expected)) < 1e-9 * aniso * b0
assert np.max(abs(commutator)) > 1e-3 * aniso * b0

# Exact quartet against direct integration, also between whole periods.
count = 60
periods = np.arange(count)
phases = 2 * np.pi * np.column_stack([periods, periods + 0.37]).ravel()
direct = full_signal(J0, b0, S1, S2, Er0, single, phases)
omega1, n1 = effective(J0, b0, S1, S2, Er0, single, 4000)
formula = strobe_signal(J0, omega1, n1, periods, Er0)
signal_error = np.max(abs(direct[0::2] - formula))
assert signal_error < 5e-5


def line_residual(omega):
    lines = np.array([J0 - omega, J0 + omega, omega - J0, -J0 - omega]) / 2
    basis = np.exp(1j * np.outer(periods * 2 * np.pi / Er0, lines))
    coeff = np.linalg.lstsq(basis, direct[1::2], rcond=None)[0]
    return np.max(abs(basis @ coeff - direct[1::2]))


right, wrong = line_residual(omega1[0]), line_residual(1.2 * omega1[0])
assert right < 5e-5 and wrong > 10 * right

# Equal tensors: periodic signal at every rotor phase, and no J.
short = phases[:12]
same_J = full_signal(J0, b0, S1, S1, Er0, single, short)
same_0 = full_signal(0.0, b0, S1, S1, Er0, single, short)
assert np.max(abs(same_J[0::2] - 1)) < 1e-6
assert np.max(abs(same_J[1::2] - same_J[1])) < 1e-6
assert np.max(abs(same_J - same_0)) < 1e-6

# ---------- powder widths and special cases ----------
powder = orientations(3000)
other_grid = orientations(2000, 0.17)
J_list = [0.0, J0, 2 * J0]
widths = [rms_width(J, b0, S1, S2, Er0, powder) for J in J_list]
main_width = widths[1]
check_width = rms_width(J0, b0, S1, S2, Er0, other_grid, 400)
assert abs(check_width / main_width - 1) < 0.01
omega, n = effective(J0, b0, S1, S2, Er0, powder)
vector = omega[:, None] * n - J0 * np.array([1.0, 0.0, 0.0])
vector_width = np.sqrt((vector**2).sum(1).mean()) / 2
assert abs(vector_width / main_width - 1) < 1e-9

equal_width = rms_width(J0, b0, S1, S1, Er0, powder)
assert equal_width < 1e-6 * J0
uncoupled = rms_width(0.0, 0.0, S1, S2, Er0, powder)
assert uncoupled < 1e-6 * J0
parallel = S1 - aniso * (3 * np.outer(PAIR, PAIR) - np.eye(3)) / 2
special_0 = rms_width(0.0, b0, S1, parallel, Er0, powder)
special_J = rms_width(J0, b0, S1, parallel, Er0, powder)
assert special_0 < 1e-6 * J0 and special_J > 0.01 * J0
only_J = rms_width(J0, 0.0, S1, S2, Er0, powder)
scaled = rms_width(J0, b0, S1, 0.5 * S1, Er0, powder)
assert only_J > 0.01 * J0 and scaled > 0.01 * J0

# ---------- weak-coupling average ----------
few = orientations(300)


def average_errors(scale, steps=1024):
    """Relative errors of averaged Omega^2: within-step, midpoint phase.

    For constant delta during a step, averaging exp(i*phi) over the step
    multiplies its midpoint value by sin(x)/x, x = delta*dt/2.
    """
    phase = (np.arange(steps) + 0.5) * 2 * np.pi / steps
    dt = 2 * np.pi / Er0 / steps
    w1, w2, d = couplings(phase, few, scale * b0, S1, S2)
    delta = w1 - w2
    phi = (np.cumsum(delta, axis=1) - delta / 2) * dt
    midpoint = (scale * J0 - d) * np.exp(1j * phi)
    within = midpoint * np.sinc(delta * dt / 2 / np.pi)
    g_mid, g_step = midpoint.mean(1), within.mean(1)
    size = np.sqrt(np.mean(abs(g_step)**2))
    assert np.sqrt(np.mean(abs(g_mid - g_step)**2)) < 1e-4 * size
    om = effective(scale * J0, scale * b0, S1, S2, Er0, few, steps)[0]
    return [np.sqrt(np.mean((om**2 - abs(g)**2)**2)) / size**2
            for g in (g_step, g_mid)]


errors, midpoint_errors = np.array(
    [average_errors(s) for s in (1.0, 0.5, 0.25)]).T
error_ratio = errors[1] / errors[2]
assert 3.6 < error_ratio < 4.4

# ---------- spinning-rate dependence ----------
rate_factors = [1, 2, 4, 8]
rate_widths = [rms_width(J0, b0, S1, S2, f * Er0, powder)
               for f in rate_factors]


def inner_shift(J, factor):
    om = effective(J, b0, S1, S2, factor * Er0, powder)[0]
    return np.sqrt(np.mean((om - J)**2)) / 2


width_ratio = (rms_width(J0, b0, S1, S2, 16 * Er0, powder)
               / rms_width(J0, b0, S1, S2, 32 * Er0, powder))
inner_ratio_J = inner_shift(J0, 16) / inner_shift(J0, 32)
inner_ratio_0 = inner_shift(0.0, 16) / inner_shift(0.0, 32)
assert abs(width_ratio - 2) < 0.1
assert abs(inner_ratio_J - 4) < 0.2
assert abs(inner_ratio_0 - 2) < 0.1

# ---------- can J be read from the powder signal? ----------
scan_periods = np.arange(101)
target = strobe_signal(J0, omega, n, scan_periods, Er0)


def misfit(J):
    om, axis = effective(J, b0, S1, S2, Er0, other_grid)
    trial = strobe_signal(J, om, axis, scan_periods, Er0)
    return np.sqrt(np.mean((trial - target)**2))


J_scan = np.arange(9) * 1e-13
misfits = np.array([misfit(J) for J in J_scan])
best = int(np.argmin(misfits))
assert abs(J_scan[best] - J0) < 1e-15
opposite = misfit(-J0)

# ---------- coarse folded lineshapes ----------
edges = np.array([0, .05, .1, .15, .2, .3, .4, .6, .8, 10]) * 1e-12
shapes = []
for J in J_list:
    off, wt = quartet(J, *effective(J, b0, S1, S2, Er0, powder))
    hist = np.histogram(off.ravel(), bins=edges, weights=wt.ravel())[0]
    shapes.append(hist / len(powder))
shapes = np.array(shapes)
assert np.allclose(shapes.sum(1), 1)

# ---------- output ----------
to_hz = const.e / const.h
print(f"gamma / proton gamma: {gamma_ratio:.1f}")
print(f"pair distance: {distance:.1f} angstrom")
print(f"dipolar constant b: {b0:.4e} eV")
print(f"rotor quantum: {Er0:.2e} eV")
print(f"shift anisotropy parameter: {aniso:.2e} eV; eta {eta:.1f}")
print(f"tensor Euler angles Z, Y: {tilt[0]:.0f}, {tilt[1]:.0f} deg")
print(f"J: {J0:.2e} eV = {J0 * to_hz:.1f} Hz")
print(f"one crystallite Omega: {omega1[0]:.4e} eV")
print(f"one crystallite n_x: {n1[0, 0]:.4f}")
off1, wt1 = quartet(J0, omega1, n1)
for name, x, w in zip(("inner", "outer"), off1[:, 0], wt1[:, 0]):
    print(f"{name} lines: +-{x:.3e} eV, total weight {w:.4f}")
print(f"largest signal error, formula vs direct: {signal_error:.1e}")
print(f"line-fit residual, right / wrong Omega: {right:.1e} / {wrong:.1e}")
for J, width in zip(J_list, widths):
    print(f"powder rms width, J={J:.1e} eV: {width:.3e} eV")
print(f"main powder rms width: {main_width * to_hz:.1f} Hz")
print(f"equal tensors, rms width: {equal_width:.1e} eV (rounding)")
print(f"b=0, J kept, rms width: {only_J:.3e} eV")
print(f"same axes, S2=S1/2, rms width: {scaled:.3e} eV")
print(f"delta prop. to d, J=0, rms width: {special_0:.1e} eV (rounding)")
print(f"delta prop. to d, J kept, rms width: {special_J:.3e} eV")
print("folded weight by |offset| (1e-12 eV), for J=0, J, 2J:")
for k in range(len(edges) - 1):
    lo, hi = edges[k] * 1e12, edges[k + 1] * 1e12
    print(f"  {lo:.2f}-{hi:.2f}: " + "  ".join(
        f"{v:.3f}" for v in shapes[:, k]))
for f, width in zip(rate_factors, rate_widths):
    print(f"rotor quantum {f * Er0:.1e} eV: rms width {width:.3e} eV")
print(f"width ratio on doubling fast rate: {width_ratio:.3f}")
print(f"inner-shift ratio, J kept / J=0: {inner_ratio_J:.3f} / "
      f"{inner_ratio_0:.3f}")
print("relative error of averaged Omega^2, coupling x1, x1/2, x1/4:")
print("  within-step phase: " + "  ".join(f"{e:.2e}" for e in errors))
print("  midpoint phase: " + "  ".join(
    f"{e:.2e}" for e in midpoint_errors))
print(f"within-step error ratio on last halving: {error_ratio:.3f}")
for J, value in zip(J_scan, misfits):
    print(f"scan J={J:.1e} eV: rms signal misfit {value:.4f}")
print(f"opposite sign of J: rms signal misfit {opposite:.4f}")
print("all good")
```

Output:

```
gamma / proton gamma: 0.4
pair distance: 4.0 angstrom
dipolar constant b: 1.2419e-12 eV
rotor quantum: 2.00e-11 eV
shift anisotropy parameter: 2.00e-11 eV; eta 0.3
tensor Euler angles Z, Y: 30, 50 deg
J: 4.00e-13 eV = 96.7 Hz
one crystallite Omega: 4.3938e-13 eV
one crystallite n_x: 0.1913
inner lines: +-1.969e-14 eV, total weight 0.5956
outer lines: +-4.197e-13 eV, total weight 0.4044
largest signal error, formula vs direct: 2.3e-07
line-fit residual, right / wrong Omega: 4.6e-08 / 1.9e-01
powder rms width, J=0.0e+00 eV: 1.123e-13 eV
powder rms width, J=4.0e-13 eV: 1.702e-13 eV
powder rms width, J=8.0e-13 eV: 2.795e-13 eV
main powder rms width: 41.1 Hz
equal tensors, rms width: 1.9e-28 eV (rounding)
b=0, J kept, rms width: 1.278e-13 eV
same axes, S2=S1/2, rms width: 5.242e-14 eV
delta prop. to d, J=0, rms width: 1.0e-27 eV (rounding)
delta prop. to d, J kept, rms width: 7.468e-14 eV
folded weight by |offset| (1e-12 eV), for J=0, J, 2J:
  0.00-0.05: 0.236  0.750  0.294
  0.05-0.10: 0.338  0.065  0.339
  0.10-0.15: 0.281  0.000  0.195
  0.15-0.20: 0.074  0.000  0.027
  0.20-0.30: 0.071  0.000  0.000
  0.30-0.40: 0.000  0.116  0.000
  0.40-0.60: 0.000  0.069  0.000
  0.60-0.80: 0.000  0.000  0.144
  0.80-10.00: 0.000  0.000  0.000
rotor quantum 2.0e-11 eV: rms width 1.702e-13 eV
rotor quantum 4.0e-11 eV: rms width 9.479e-14 eV
rotor quantum 8.0e-11 eV: rms width 4.870e-14 eV
rotor quantum 1.6e-10 eV: rms width 2.452e-14 eV
width ratio on doubling fast rate: 1.999
inner-shift ratio, J kept / J=0: 3.996 / 1.999
relative error of averaged Omega^2, coupling x1, x1/2, x1/4:
  within-step phase: 5.22e-05  1.30e-05  3.26e-06
  midpoint phase: 5.42e-05  1.51e-05  5.44e-06
within-step error ratio on last halving: 4.000
scan J=0.0e+00 eV: rms signal misfit 0.6022
scan J=1.0e-13 eV: rms signal misfit 0.4467
scan J=2.0e-13 eV: rms signal misfit 0.2188
scan J=3.0e-13 eV: rms signal misfit 0.1313
scan J=4.0e-13 eV: rms signal misfit 0.0009
scan J=5.0e-13 eV: rms signal misfit 0.1367
scan J=6.0e-13 eV: rms signal misfit 0.2828
scan J=7.0e-13 eV: rms signal misfit 0.3935
scan J=8.0e-13 eV: rms signal misfit 0.5166
opposite sign of J: rms signal misfit 0.2497
all good
```
